# The self-consistent Sternheimer loop and the Dyson equation

Four electrons sit in a one-dimensional harmonic well and repel each other. A weak uniform force is applied, and their polarizability is computed by repeating two operations: find the density response to the current potential, then update the potential from that density. Successive passes give 3.08, −7.24, 29.3, −100 and 358 $e^2$Å$^2$/eV. If only 0.3678 of each update is accepted, the same two operations settle at 0.8000 $e^2$Å$^2$/eV. Both procedures seek a solution of the same equations. The questions are what that solution is, and why one procedure reaches it while the other does not.

## The ground state and one Sternheimer pass

Atomic units are used in the algebra. Consider $N$ electrons, $N$ even, in a closed-shell Kohn–Sham ground state without a magnetic field, so that the orbitals can be chosen real:

$$h\psi_p=\varepsilon_p\psi_p,\qquad h=-\tfrac12\nabla^2+v_{ext}+v_H[n]+v_{xc}[n],\qquad n=2\sum_i\psi_i^2 .\tag{1}$$

Here $i,j$ label the $N/2$ occupied orbitals, $a$ labels empty ones and $p$ labels any. The highest occupied and lowest empty levels are separated by a gap. The exchange–correlation potential is a multiplicative function determined by the density, as in local and semilocal approximations.

Let a static, spin-independent perturbation change the external potential energy by $\eta V_1^{ext}$, with $\eta$ small. The density then changes by $\eta n_1$, the orbitals by $\eta\psi_{i1}$, and the whole potential in $h$ by $\eta V_1$. For the moment $V_1$ is taken as given. The terms of first order in $\eta$ in the eigenvalue equation are

$$(h-\varepsilon_i)\psi_{i1}=-(V_1-\varepsilon_{i1})\psi_i .\tag{2}$$

Projection on an empty orbital removes $\varepsilon_{i1}$, because $\langle\psi_a|\psi_i\rangle=0$. It leaves

$$(\varepsilon_a-\varepsilon_i)\langle\psi_a|\psi_{i1}\rangle=-\langle\psi_a|V_1|\psi_i\rangle .\tag{3}$$

The density change follows from $2\sum_i(\psi_i+\eta\psi_{i1})^2$, whose term linear in $\eta$ gives

$$n_1=4\sum_i\psi_i\psi_{i1}.\tag{4}$$

One factor 2 is spin; the other comes from the square. The occupied components $c_{ji}=\langle\psi_j|\psi_{i1}\rangle$ drop out of (4). Indeed, orthonormality to first order requires $c_{ji}+c_{ij}=0$, so $\sum_{ij}\psi_i\psi_jc_{ji}$ is the sum of a symmetric factor times an antisymmetric one, which is zero. (If occupied levels coincide, the orbitals within the level are first chosen to diagonalise $V_1$ there.)

Only the empty part $\phi_i$ of $\psi_{i1}$ is therefore needed. With the projectors $P_o$ on occupied and $P_e=1-P_o$ on empty orbitals, it solves the Sternheimer equation

$$(h+sP_o-\varepsilon_i)\phi_i=-P_eV_1\psi_i .\tag{5}$$

To see this, project (5) on $\psi_a$: the result is (3). Projection on $\psi_j$ gives $(\varepsilon_j+s-\varepsilon_i)\langle\psi_j|\phi_i\rangle=0$. If $s$ exceeds the width of the occupied spectrum, the bracket is positive and the occupied component vanishes. The shift $s$ thus makes the linear system regular without altering its solution.

Inserting the components (3) into (4) yields

$$n_1(\mathbf r)=\int\chi_0(\mathbf r,\mathbf r')V_1(\mathbf r')\,d\mathbf r',\qquad
\chi_0(\mathbf r,\mathbf r')=4\sum_{ia}\frac{\psi_i(\mathbf r)\psi_a(\mathbf r)\psi_i(\mathbf r')\psi_a(\mathbf r')}{\varepsilon_i-\varepsilon_a}.\tag{6}$$

One set of Sternheimer solves is one application of $\chi_0$ to a potential. The sum over empty states is contained in the solution of (5), although no empty state has to be computed.

## From the loop to the Dyson equation, and back

The potential $V_1$ is not free. The Hartree and exchange–correlation potentials depend on the density, and the chain rule gives

$$V_1=V_1^{ext}+Kn_1,\qquad K=v+f_{xc},\qquad f_{xc}(\mathbf r,\mathbf r')=\left.\frac{\delta v_{xc}(\mathbf r)}{\delta n(\mathbf r')}\right|_{n_0}.\tag{7}$$

Here $v$ is the electron repulsion and $n_0$ the unperturbed density. Products of operators and functions imply integration over the shared coordinate. A self-consistent response satisfies (7) together with

$$n_1=\chi_0V_1 .\tag{8}$$

Substitute (7) into (8) and collect the terms in $n_1$:

$$(1-\chi_0K)n_1=\chi_0V_1^{ext}.\tag{9}$$

Assume that $1-\chi_0K$ is invertible. Each external perturbation then has one self-consistent $n_1$, which depends linearly on $V_1^{ext}$. The operator of this linear map is the screened response $\chi$:

$$n_1=\chi V_1^{ext},\qquad \chi=(1-\chi_0K)^{-1}\chi_0 .\tag{10}$$

Put $n_1=\chi V_1^{ext}$ into (9) and move the second term to the right:

$$\chi V_1^{ext}=(\chi_0+\chi_0K\chi)V_1^{ext}.\tag{11}$$

This holds for every $V_1^{ext}$, so the operators themselves are equal:

$$\boxed{\chi=\chi_0+\chi_0(v+f_{xc})\chi}\tag{12}$$

For the converse, let $\chi$ satisfy (12). For a given $V_1^{ext}$, define $n_1=\chi V_1^{ext}$ and $V_1=V_1^{ext}+Kn_1$. Equation (7) then holds by definition, and

$$\chi_0V_1=\chi_0V_1^{ext}+\chi_0K\chi V_1^{ext}=\chi V_1^{ext}=n_1,\tag{13}$$

where the middle equality is (12). This is (8), so the Dyson solution is a fixed point of the loop. By invertibility it is the only one.

A converged loop for one perturbation supplies $\chi$ acting on that perturbation. The whole operator requires loops for a complete set of perturbations. This is the practical difference between the two forms: the Dyson equation treats all perturbations together, while the loop computes the response to the one that is wanted.

If $1-\chi_0K$ is not invertible, in a finite basis there is a nonzero $u$ with $u=\chi_0Ku$. Such a density change generates just the potential that sustains it, with no external perturbation. Linear response then has no unique answer.

## Why a correct fixed point may not be reached

The unmixed loop starts from $V^{(1)}=V_1^{ext}$. Pass $m$ computes $n^{(m)}=\chi_0V^{(m)}$ and sets $V^{(m+1)}=V_1^{ext}+Kn^{(m)}$. Hence

$$n^{(m+1)}=\chi_0V_1^{ext}+\chi_0Kn^{(m)},\qquad n^{(m)}=\sum_{k=0}^{m-1}(\chi_0K)^k\chi_0V_1^{ext}.\tag{14}$$

The second formula is true for $m=1$. Inserting it into the first raises each power by one and adds the $k=0$ term, which proves it for $m+1$. The passes are partial sums of the geometric series for (10). The inverse in (10) can exist when this series diverges, just as $1/(1-\lambda)$ is finite at $\lambda=-3$.

Let $d^{(m)}=n^{(m)}-n_1$ be the error. Subtracting $n_1=\chi_0V_1^{ext}+\chi_0Kn_1$ from (14) gives $d^{(m+1)}=\chi_0Kd^{(m)}$. To find its growth, take a finite basis or grid, with integration weights absorbed into the matrices, and factor (6):

$$\chi_0=-BB^T,\qquad B_{\mathbf r,ia}=\frac{2\psi_i(\mathbf r)\psi_a(\mathbf r)}{\sqrt{\varepsilon_a-\varepsilon_i}} .\tag{15}$$

The square root is real because empty levels lie above occupied ones. Both $n^{(m)}$ and $n_1$ are $\chi_0$ times a potential, so the error has the form $d=Bw$. Then

$$\chi_0KBw=-BB^TKBw=B(-M)w,\qquad M=B^TKB .\tag{16}$$

Each pass multiplies $w$ by $-M$. The kernel $K$ is symmetric, since $v$ is symmetric and $f_{xc}$ is a second functional derivative. Hence $-M$ is symmetric, with real eigenvalues $\lambda$ and orthogonal eigenvectors. Its nonzero eigenvalues are those of $\chi_0K$: equation (16) turns an eigenvector $w$ into $u=Bw$, and $u=\chi_0Ku/\lambda$ shows that every such $u$ has this form.

An error component along an eigenvector is multiplied by $\lambda$ in each pass. If every $|\lambda|<1$, the unmixed loop converges for every perturbation. If some $|\lambda|\ge1$, with $\lambda\ne1$ by invertibility, there is a perturbation for which it fails. Take $V_1^{ext}=Ku/\lambda-Ku$. Its self-consistent solution is $V_1=Ku/\lambda$, $n_1=u$, and the first error is $\chi_0(V_1^{ext}-V_1)=-\chi_0Ku=-\lambda u$, which does not decay.

If $K$ is positive semidefinite, so is $M=B^TKB$, and no $\lambda$ is positive. For a mode with $\lambda<0$ the physical picture is overcorrection: the bare density response is $1-\lambda$ times the self-consistent one, its induced potential opposes the perturbation too strongly, and the error changes sign in each pass. By (14) the second pass gives $1+\lambda$ times the bare response, so for $\lambda<-1$ the density change itself has the wrong sign, and the error grows.

## Mixing and stability

Linear mixing accepts a fraction $b$ of the new potential:

$$V^{(m+1)}=(1-b)V^{(m)}+b\left(V_1^{ext}+Kn^{(m)}\right).\tag{17}$$

At a fixed point, $V^{(m+1)}=V^{(m)}=V_1$; subtracting $(1-b)V_1$ and dividing by $b\ne0$ returns (7). The answer is therefore independent of $b$. Application of $\chi_0$ to (17) and subtraction of the fixed point give

$$d^{(m+1)}=[1-b(1-\chi_0K)]d^{(m)},\qquad g(\lambda)=1-b(1-\lambda),\tag{18}$$

where $g$ is the error factor of a mode. The requirement $|g|<1$ means $0<b(1-\lambda)<2$. If the largest eigenvalue satisfies $\lambda_{max}<1$, all modes decay when

$$0<b<\frac{2}{1-\lambda_{min}} .\tag{19}$$

The fixed $b$ that minimises the largest $|g|$ over the whole spectrum makes the factors at the two ends of the spectrum equal in size and opposite in sign, $1-b(1-\lambda_{max})=-[1-b(1-\lambda_{min})]$. Changing $b$ from this value would enlarge one of them. Solving for $b$ and inserting it in $g$,

$$b_*=\frac{2}{2-\lambda_{min}-\lambda_{max}},\qquad |g|_{max}=\frac{\lambda_{max}-\lambda_{min}}{2-\lambda_{min}-\lambda_{max}} .\tag{20}$$

The condition $\lambda_{max}<1$ has an energetic meaning. Let the occupied orbitals acquire small real components $c_{ai}$ on empty ones. At fixed $h$, transferring weight $c_{ai}^2$ from level $i$ to level $a$, for two spins, costs $2(\varepsilon_a-\varepsilon_i)c_{ai}^2$. The density change $n_1=4\sum_{ia}\psi_i\psi_ac_{ai}$ adds the interaction term $\tfrac12n_1^TKn_1$. With $y_{ia}=2\sqrt{\varepsilon_a-\varepsilon_i}\,c_{ai}$, equation (15) gives $n_1=By$, and the second-order energy is

$$E_2=2\sum_{ia}(\varepsilon_a-\varepsilon_i)c_{ai}^2+\tfrac12n_1^TKn_1=\tfrac12y^T(1+M)y .\tag{21}$$

The eigenvalues of $1+M$ are $1-\lambda$. Thus $\lambda_{max}<1$ says that the ground state is a strict minimum against these closed-shell variations. At such a minimum, small enough mixing succeeds. If some $\lambda>1$, then $g>1$ for every positive $b$, and this form of mixing cannot help.

## Four electrons in a harmonic well

The well is $\tfrac12kx^2$ with $k=5$ eV/Å$^2$, and the repulsion is $v(u)=1/\sqrt{u^2+a^2}$ in atomic units, with $u$ the separation and $a=0.5$ Å. These are chosen model parameters. The functional is local-density exchange for this repulsion; correlation is left out.

Its kernel follows from the uniform gas of density $n$. With two spins, the Fermi wavenumber is $\pi n/2$ and the density matrix is $2\sin(\pi nu/2)/(\pi u)$. The exchange energy per length is minus one quarter of the integral of its square times $v$:

$$e_x(n)=-\frac1{\pi^2}\int_{-\infty}^{\infty}\frac{\sin^2(\pi nu/2)}{u^2}v(u)\,du .\tag{22}$$

The second derivative of $\sin^2(\pi nu/2)$ with respect to $n$ is $\tfrac12\pi^2u^2\cos(\pi nu)$. Therefore

$$f_x(n)=e_x''(n)=-\frac12\int_{-\infty}^{\infty}\frac{\cos(\pi nu)}{\sqrt{u^2+a^2}}du=-K_0(\pi na),\tag{23}$$

where $K_0$ is a modified Bessel function, positive for positive argument, and the integral without its prefactor is $2K_0(\pi na)$. The local kernel is $f_x(n_0(x))\,\delta(x-x')$.

The ground state was found self-consistently in a basis of sinc functions on 113 grid points spaced by 0.125 Å. The second and third Kohn–Sham levels, 43.35 and 46.46 eV, enclose a gap of 3.11 eV. Diagonalization of $-M$, with all empty states of this grid, gives $\lambda_{min}=-3.5427$ and $\lambda_{max}=0.1043$. A positive eigenvalue requires the attractive $f_x$: the soft-Coulomb repulsion has the positive Fourier transform $2K_0(|q|a)$, so with $v$ alone $M$ would have no negative eigenvalue.

Since $|\lambda_{min}|>1$, the unmixed loop can diverge. Equations (19) and (20) give

$$b<\frac2{4.5427}=0.4403,\qquad b_*=\frac2{5.4384}=0.3678,\qquad |g|_{max}=\frac{3.6470}{5.4384}=0.6706 .\tag{24}$$

For a uniform force $F$, the perturbation is $-Fx$, and the polarizability is $\alpha=e^2\int xn_1dx$ with $n_1$ taken per unit force. Its self-consistent value can be found without solving for the response. The Hartree and local exchange energies do not change when the density is moved rigidly, so their potentials move with it. Completing the square,

$$\tfrac12kx^2-Fx=\tfrac12k\left(x-\frac Fk\right)^2-\frac{F^2}{2k}.\tag{25}$$

The well is displaced by $F/k$, apart from a constant. The density $n_0(x-F/k)$ is then self-consistent in it, and per unit force

$$n_1=-\frac1k\frac{dn_0}{dx},\qquad \alpha=-\frac{e^2}{k}\int x\frac{dn_0}{dx}dx=\frac{Ne^2}{k}=\frac45=0.8\ e^2\text{Å}^2/\text{eV}.\tag{26}$$

The integral is done by parts; the boundary term vanishes because the density is confined. The converged loop and the Dyson equation solved with the explicit sum (6) both give 0.800000 $e^2$Å$^2$/eV, or 77.74 atomic units.

The errors of the unmixed passes show the divergence mechanism. After passes 4 and 5 they are $-99.974-0.800=-100.774$ and $357.798-0.800=356.998$ $e^2$Å$^2$/eV. Their ratio is $-3.543$, the lowest eigenvalue. With mixing $b_*$, pass 2 follows from the first two unmixed values, because only a fraction $b_*$ of the first update is taken:

$$\alpha^{(2)}=3.0793+0.3678(-7.2406-3.0793)=-0.716\ e^2\text{Å}^2/\text{eV}.\tag{27}$$

The sign is still wrong, but the error has shrunk from 2.279 to $-1.516$ $e^2$Å$^2$/eV. Pass 10 gives 0.7377 and pass 20 gives 0.7989 $e^2$Å$^2$/eV. The error falls over these ten passes by a factor 0.018, in agreement with $0.6706^{10}$.

## What screening does in this model

The first pass uses the bare perturbation and gives $\alpha_0=3.079$ $e^2$Å$^2$/eV, so screening reduces the polarizability to $0.8000/3.0793=0.2598$ of its bare value. To resolve this ratio into modes, write

$$\chi=-B(1+M)^{-1}B^T .\tag{28}$$

This satisfies (12), since $\chi_0K\chi=BM(1+M)^{-1}B^T$ and $-1+M(1+M)^{-1}=-(1+M)^{-1}$. Each mode's contribution to the bare polarizability is thus divided by $1-\lambda$. If the lowest mode carried all of it, the ratio would be $1/4.5427=0.220$. The larger value 0.260 means that modes with weaker screening also contribute.

The total potential can also be found point by point. A rigid displacement also moves the Hartree and exchange potential $v_{Hx}$, so to first order

$$V_1=-Fx-\frac Fk\frac{dv_{Hx}}{dx}=-\frac Fk\frac{dv_{KS}}{dx},\qquad v_{KS}=\tfrac12kx^2+v_{Hx}.\tag{29}$$

At $x=1$ Å the computed ratio $V_1/V_1^{ext}$ is 0.341. By (29) this is also the slope of the Kohn–Sham well there divided by that of the external well. This ratio, $(dv_{KS}/dx)/(kx)$, depends on position, so the value at 1 Å is not a screening factor for the whole system. What (29) shows is that the same Hartree and exchange potential that reshapes the well in the ground state supplies, through its slope, the induced potential under a uniform force.

This link requires the kernel to be the derivative of the potential used for the ground state. If $f_x$ is dropped from $K$ while the ground state keeps its exchange potential, the Dyson equation gives 0.573 instead of 0.800 $e^2$Å$^2$/eV. The direction of the error follows from (28). Because $f_x$ is negative, its removal adds the positive semidefinite matrix $-B^Tf_xB$ to $1+M$. A larger positive definite matrix has a smaller inverse, so the polarizability cannot increase. The loop with $v$ alone is still equivalent to a Dyson equation with $v$ alone, but its solution is no longer the density change of the self-consistent ground state.
